# Berry curvature of a band group from its projector

A code that needs the Berry curvature of the occupied bands must either compute a curvature for each band and add the results, or treat the occupied bands as one object. The choice matters when occupied bands come close to each other. The separate curvatures can then be huge and of opposite sign, and at a crossing they are undefined, while their sum stays smooth as long as a gap separates the occupied bands from the empty ones. If all bands of the group have equal weight, the group should be treated as a whole, through

$$\Omega=i\,\mathrm{Tr}\big(P[\partial_xP,\partial_yP]\big) \qquad (1)$$

or through the equivalent sum over occupied-empty pairs,

$$\Omega=-2\,\mathrm{Im}\sum_{n\in\mathrm{occ}}\sum_{m\in\mathrm{emp}}
\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(E_n-E_m)^2}. \qquad (2)$$

Neither formula contains an energy difference between two occupied states. Both are derived below, with the conditions they need.

## Setting and sign convention

$H(k)$ is a Hermitian matrix, smooth in $k$, written in an orthonormal basis that does not depend on $k$. For a crystal in continuous space it is the Hamiltonian that acts on the cell-periodic functions, not on the full Bloch functions. The symbols $\partial_x,\partial_y$ mean derivatives with respect to $k_x,k_y$. The model is one of independent electrons, so that bands $E_n(k)$ and eigenstates $|n\rangle$ exist.

The group consists of $N$ bands, called occupied, separated at the point $k$ from all other bands by a nonzero gap. Bands may cross inside the group. The projector on the group is $P(k)$, and $Q=1-P$.

The gap makes $P$ smooth. Draw a closed contour in the complex energy plane around the $N$ occupied energies and no others. Then

$$P(k)=\frac{1}{2\pi i}\oint dz\,\big(z-H(k)\big)^{-1}.$$

For nearby $k$ the same contour still separates the two sets of energies, and the integrand is smooth in $k$. Crossings inside the contour do no harm. If the gap closes, no such contour exists and the derivation stops.

A smooth orthonormal frame $|u_1\rangle,\dots,|u_N\rangle$ of the group also exists near any point $k_0$. Collect $N$ orthonormal occupied states at $k_0$ as the columns of a fixed matrix $T$, and set

$$U(k)=P(k)\,T\,S(k)^{-1/2},\qquad S(k)=T^\dagger P(k)T.$$

At $k_0$, $S=1$, so $S$ is invertible nearby. Because $P^2=P$, $U^\dagger U=S^{-1/2}SS^{-1/2}=1$. The columns of $U$ are the frame. They span the occupied space but need not be energy eigenstates.

The connection and curvature of the group are defined by

$$A_j=i\sum_n\langle u_n|\partial_ju_n\rangle,\qquad \Omega=\partial_xA_y-\partial_yA_x. \qquad (3)$$

Since $\partial_j\langle u_n|u_n\rangle=0$, each $\langle u_n|\partial_ju_n\rangle$ is imaginary and $A_j$ is real. A code that defines $A_j$ with $-i$ must reverse the sign of every curvature here.

## From the connection to first derivatives

Differentiating $A_y$ gives

$$\partial_xA_y=i\sum_n\big(\langle\partial_xu_n|\partial_yu_n\rangle+\langle u_n|\partial_x\partial_yu_n\rangle\big).$$

In $\partial_yA_x$ the second term is the same, because mixed derivatives of a smooth frame commute. It cancels in the difference:

$$\Omega=i\sum_n\big(\langle\partial_xu_n|\partial_yu_n\rangle-\langle\partial_yu_n|\partial_xu_n\rangle\big). \qquad (4)$$

The two terms are complex conjugates. As $i(z-z^*)=-2\,\mathrm{Im}\,z$, this is also $-2\,\mathrm{Im}\sum_n\langle\partial_xu_n|\partial_yu_n\rangle$.

## Mixing inside the group cancels

Insert $1=P+Q$ between the two derivatives in (4). With $P=\sum_m|u_m\rangle\langle u_m|$, the part from $P$ that belongs to state $n$ is

$$r_n=i\sum_{m=1}^N\big(\langle\partial_xu_n|u_m\rangle\langle u_m|\partial_yu_n\rangle-\langle\partial_yu_n|u_m\rangle\langle u_m|\partial_xu_n\rangle\big).$$

It measures how the frame states turn into one another as $k$ changes. Differentiating $\langle u_n|u_m\rangle=\delta_{nm}$ gives

$$\langle\partial_ju_n|u_m\rangle=-\langle u_n|\partial_ju_m\rangle .$$

Apply this to both factors of the first product. The two minus signs multiply to plus one:

$$\langle\partial_xu_n|u_m\rangle\langle u_m|\partial_yu_n\rangle
=\langle u_n|\partial_xu_m\rangle\langle\partial_yu_m|u_n\rangle .$$

Now sum over both labels and exchange their names:

$$\sum_{nm}\langle\partial_yu_m|u_n\rangle\langle u_n|\partial_xu_m\rangle
=\sum_{nm}\langle\partial_yu_n|u_m\rangle\langle u_m|\partial_xu_n\rangle .$$

This is the sum of the second product in $r_n$, which enters with a minus sign. Hence

$$\sum_{n=1}^N r_n=0. \qquad (5)$$

The cancellation needs the sum over the whole group: a single $r_n$ may be nonzero. In terms of the matrices $(A_j)_{nm}=i\langle u_n|\partial_ju_m\rangle$, $r_n$ is the diagonal element $i[A_x,A_y]_{nn}$, and (5) says that the commutator of two finite matrices has no trace.

What remains of (4) is the motion out of the group:

$$\Omega=i\sum_n\big(\langle\partial_xu_n|Q|\partial_yu_n\rangle-\langle\partial_yu_n|Q|\partial_xu_n\rangle\big). \qquad (6)$$

## The projector form

Differentiate $P^2=P$:

$$(\partial_jP)P+P(\partial_jP)=\partial_jP .$$

Multiplying by $P$ on both sides gives $2P(\partial_jP)P=P(\partial_jP)P$, so $P(\partial_jP)P=0$. Multiplying by $Q$ on both sides makes the left side vanish, because $PQ=QP=0$, so $Q(\partial_jP)Q=0$. The derivative of the projector therefore connects occupied with empty states and nothing else.

Next differentiate $P|u_n\rangle=|u_n\rangle$:

$$(\partial_jP)|u_n\rangle=|\partial_ju_n\rangle-P|\partial_ju_n\rangle=Q|\partial_ju_n\rangle .$$

The adjoint is $\langle u_n|(\partial_jP)=\langle\partial_ju_n|Q$, since $P$ is Hermitian. Evaluating the trace in the frame, and using $Q^2=Q$,

$$\mathrm{Tr}(P\,\partial_xP\,\partial_yP)=\sum_n\langle u_n|(\partial_xP)(\partial_yP)|u_n\rangle
=\sum_n\langle\partial_xu_n|Q|\partial_yu_n\rangle .$$

Subtract the same expression with $x$ and $y$ exchanged, and multiply by $i$. The right side becomes (6) and the left side becomes (1), which proves the projector form.

The frame has disappeared from the result. A $k$-dependent unitary rotation among the occupied states changes the $|u_n\rangle$ and in general $A_j$, but leaves $P$ and hence $\Omega$ unchanged. The arbitrary phases returned by an eigensolver, and its arbitrary choice of vectors in a degenerate occupied space, drop out for the same reason.

## The pair sum without derivatives of eigenstates

To reach (2), differentiate $HP-PH=0$, which holds because $P$ is built from eigenstates of $H$:

$$(\partial_jH)P+H(\partial_jP)-(\partial_jP)H-P(\partial_jH)=0 .$$

Take the element between an empty eigenstate $\langle m|$ and an occupied eigenstate $|n\rangle$. Here $P|n\rangle=|n\rangle$ and $\langle m|P=0$, so

$$\langle m|\partial_jH|n\rangle+(E_m-E_n)\langle m|\partial_jP|n\rangle=0,$$

$$\langle m|\partial_jP|n\rangle=\frac{\langle m|\partial_jH|n\rangle}{E_n-E_m}. \qquad (7)$$

The division is allowed because of the gap between the group and the rest. The eigenstates are needed at one point $k$ and are never differentiated, so a degeneracy among them is harmless.

Now evaluate the trace in eigenstates. Intermediate occupied states drop out because $P(\partial_jP)P=0$:

$$\mathrm{Tr}(P\,\partial_xP\,\partial_yP)=\sum_{n\in\mathrm{occ}}\sum_{m\in\mathrm{emp}}\langle n|\partial_xP|m\rangle\langle m|\partial_yP|n\rangle .$$

The second factor is (7); the first is the complex conjugate of (7) for $j=x$, with the same real denominator. Exchanging $x$ and $y$ turns each product into its complex conjugate, so the difference times $i$ is $-2$ times the imaginary part. This is (2).

## Separate bands and unequal weights

If band $n$ is isolated at $k$, the derivation applies to it as a group of one. All other bands, occupied or not, then play the part of the empty ones:

$$\Omega_n=\sum_{m\ne n}b_{nm},\qquad
b_{nm}=-2\,\mathrm{Im}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(E_n-E_m)^2}.$$

Exchanging $n$ and $m$ replaces the numerator by its complex conjugate, so $b_{mn}=-b_{nm}$. An occupied pair thus adds $b_{nm}$ to one band and removes it from the other. With weights $f_n$ on the bands,

$$\sum_nf_n\Omega_n=\sum_{n<m}(f_nb_{nm}+f_mb_{mn})=\sum_{n<m}(f_n-f_m)\,b_{nm}. \qquad (8)$$

Weights of one and zero give back (2). With fractional occupations, as in a smeared metal, pairs with $f_n\ne f_m$ remain, and (1) with a projector on a chosen set of bands is not a substitute for (8). If $f$ is a smooth function of energy, $f_n-f_m$ is proportional to $E_n-E_m$ for a close pair. This removes one power of the small denominator and leaves the other.

## A model that can be checked by hand

Take a square lattice with constant $a=4$ Å and four states on each site: two orbitals, acted on by Pauli matrices $\sigma$, times two spin states, acted on by Pauli matrices $s$. The Hamiltonian is

$$\begin{aligned}
H={}&t(\sin k_xa\,\sigma_x+\sin k_ya\,\sigma_y)+M\sigma_z+Bs_z\\
&+\lambda(\sin k_xa\,s_y-\sin k_ya\,s_x)+w\sin k_ya\,\sigma_xs_x,
\end{aligned}$$

with $M=m+r(2-\cos k_xa-\cos k_ya)$. The parameters are $t=1$, $m=-0.8$, $r=1$, $\lambda=0.2$, $w=0.3$ and $B=0.02$, all in eV. The lower two bands are occupied.

At $k=0$, $H=m\sigma_z+Bs_z$. Because $m<0$, the occupied states have $\sigma_z=+1$. Band 1 has spin down and energy $-0.82$ eV; band 2 has spin up and energy $-0.78$ eV. The derivative of $M$ vanishes, and

$$\partial_xH=a(t\sigma_x+\lambda s_y),\qquad \partial_yH=a(t\sigma_y-\lambda s_x+w\sigma_xs_x).$$

**Occupied-empty pairs.** For equal spin, with $\pm$ labelling $\sigma_z$,

$$\langle+|\partial_xH|-\rangle=at,\qquad \langle-|\partial_yH|+\rangle=iat,\qquad (E_n-E_m)^2=4m^2 .$$

The $w$ term flips orbital and spin together. No term in $\partial_xH$ does so, and it drops out of the product at this point. Each occupied band therefore receives

$$-\frac{2t^2a^2}{4m^2}=-\frac{16}{2\times0.64}\ \text{Å}^2=-12.5\ \text{Å}^2,$$

and the total is $-25$ Å$^2$, or $-89.3$ bohr$^2$. For $m>0$ the occupied states have $\sigma_z=-1$, the factor $i$ becomes $-i$, and the sign reverses. For $0\le B<|m|$ the total at $k=0$ is thus $\mathrm{sgn}(m)\,t^2a^2/m^2$, independent of $B$.

**The occupied pair.** The spin elements, with arrows labelling $s_z$, are

$$\langle\downarrow|\partial_xH|\uparrow\rangle=i\lambda a,\qquad \langle\uparrow|\partial_yH|\downarrow\rangle=-\lambda a .$$

Their product is $-i\lambda^2a^2$, and the energy difference is $2B$ in size, so

$$b_{12}=\frac{2\lambda^2a^2}{4B^2}=\frac{0.04\times16}{2\times0.0004}\ \text{Å}^2=800\ \text{Å}^2 .$$

Band 1 has curvature $-12.5+800=787.5$ Å$^2$, and band 2 has $-12.5-800=-812.5$ Å$^2$. Reducing $B$ leaves the sum unchanged:

| $B$ (eV) | band 1 (Å$^2$) | band 2 (Å$^2$) | total (Å$^2$) |
|---|---|---|---|
| 0.04 | 187.5 | −212.5 | −25.0 |
| 0.02 | 787.5 | −812.5 | −25.0 |
| 0.01 | 3187.5 | −3212.5 | −25.0 |

At $B=0$ the two occupied states are degenerate and the separate curvatures have no meaning, but the projector form still gives $-25.0$ Å$^2$.

The table shows the cost of adding separate bands. At $B=0.01$ eV, independent errors of 0.1% in the two band curvatures can add up to 6.4 Å$^2$, which is 26% of the total.

## A general point and a deliberately poor frame

At $k=(0.10,0.15)$ Å$^{-1}$, with $B=0.02$ eV, no simple selection rule helps. The pair terms, in Å$^2$, are

$$b_{13}=-7.01,\quad b_{14}=-0.65,\quad b_{23}=-1.78,\quad b_{24}=-10.27,$$

and $b_{12}=1.27$ for the occupied pair. Up to rounding in the last digit, the band curvatures are

$$\Omega_1=b_{12}+b_{13}+b_{14}=-6.38,\qquad \Omega_2=-b_{12}+b_{23}+b_{24}=-13.32 .$$

Their sum is $-19.70$ Å$^2$. The curl of the connection, the projector form and the occupied-empty sum all give this value.

With weights 1 and 0.5 the sum is $-6.38-0.5\times13.32=-13.04$ Å$^2$. Leaving out the occupied pair would give $-13.68$ Å$^2$. The difference is $(1-0.5)\,b_{12}=0.64$ Å$^2$, as (8) requires.

The numerical check also builds the smooth frame $U=PTS^{-1/2}$, with $T$ holding the two occupied eigenvectors at this same point, and rotates it by the $k$-dependent unitary matrix $\exp\{i[\tfrac12k_xa\,\rho_x+\tfrac12k_ya\,\rho_y+k_ya\sin k_xa]\}$, where the Pauli matrices $\rho_x,\rho_y$ act on the two frame labels. In this frame the parts inside the group are $r_1=-7.32$ and $r_2=+7.32$ Å$^2$, so neither is small, but they cancel. The parts that leave the group are $-8.53$ and $-11.17$ Å$^2$ in the run shown here, again with sum $-19.70$ Å$^2$. These two values also depend on the arbitrary relative phase of the two eigenvectors from which the smooth frame was built, so another eigensolver may divide the same sum differently. In the energy eigenstates the corresponding parts are $b_{13}+b_{14}=-7.66$ and $b_{23}+b_{24}=-12.05$ Å$^2$. The division of the total among occupied states depends on the frame; the total does not.

## Choosing an implementation

**Pair sum.** Formula (2) needs $\partial_jH$ and all empty eigenstates of the chosen basis. Cutting off the empty states is an approximation whose convergence must be checked. The sum can be avoided. Define

$$|x_{jn}\rangle=(\partial_jP)|n\rangle=\sum_{m\in\mathrm{emp}}|m\rangle\frac{\langle m|\partial_jH|n\rangle}{E_n-E_m}.$$

Acting with $E_n-H$ cancels each denominator:

$$(E_n-H)|x_{jn}\rangle=Q\,\partial_jH|n\rangle,\qquad P|x_{jn}\rangle=0 .$$

This linear equation has a unique solution in the empty space because of the gap. Then $\Omega=-2\,\mathrm{Im}\sum_n\langle x_{xn}|x_{yn}\rangle$, with the sum over occupied eigenstates.

**Finite differences.** Formula (1) needs $P$ at neighbouring points. Build $P=VV^\dagger$ from the occupied eigenvectors $V$ at each point and subtract projectors, not eigenvectors; no phase alignment is then required. If $D_x$ and $D_y$ are the Hermitian difference matrices, then $[\mathrm{Tr}(PD_xD_y)]^*=\mathrm{Tr}(PD_yD_x)$. So $i\,\mathrm{Tr}(P[D_x,D_y])$ is real even at finite step, and an imaginary part above rounding error signals a fault in the code.

**Overlaps on a mesh.** For the integral over the Brillouin zone, use determinants of overlaps between neighbouring occupied spaces. For a small step $\delta$ and a smooth frame,

$$\det\big[U^\dagger(k)U(k+\delta)\big]\approx1+\sum_n\langle u_n|\delta\cdot\nabla u_n\rangle=1-iA\cdot\delta .$$

The flux through a plaquette is itself of order $\delta^2$, so the size of the neglected terms matters. Hold the midpoint $k+\delta/2$ of the step fixed and reverse $\delta$: the overlap matrix turns into its adjoint, so the phase of the determinant is an odd function of $\delta$. The phase is thus $-A(k+\delta/2)\cdot\delta$ with an error of order $\delta^3$. Added over the four edges, these midpoint terms give $-\oint A\cdot dk$ up to order $\delta^3$, and by Stokes' theorem $\oint A\cdot dk$ is the flux of $\Omega$. To leading order, the phase of the product around a small counterclockwise plaquette is therefore *minus* the flux of $\Omega$. A unitary change of frame at a corner multiplies one determinant by a phase and the next by its conjugate, so any occupied eigenvectors may be used.

In the model, a $48\times48$ mesh gives

$$C=\frac{1}{2\pi}\int_{\mathrm{BZ}}\Omega\,d^2k=-2.000$$

from the pair sum, and the same number from the overlaps. The smallest direct gap on that mesh is 1.45 eV. The mesh spacing is $2\pi/(48a)=0.033$ Å$^{-1}$. Near $k=0$, with the $w$ term neglected (it changes the splitting by up to 6% at one mesh spacing from $k=0$) and to leading order in $k$, the occupied pair is split by $2\sqrt{B^2+\lambda^2a^2k^2}$, which varies on the scale $B/(\lambda a)=0.025$ Å$^{-1}$. The mesh is thus coarser than the structure in the separate bands, but the total does not contain that structure. In this model the separate bands still integrate to $-1.000$ each on the same mesh. Their peaks sit at the four points where $\sin k_xa=\sin k_ya=0$, with $b_{12}=\pm800$ Å$^2$ and alternating sign, so the sampling errors cancel. That is a feature of the model and cannot be counted on in general.

**Dependence on the basis.** Local values of $\Omega$ depend on how orbital positions enter the Bloch basis. Suppose the coefficients are changed from $U$ to $DU$, with $D=e^{-ik\cdot\tau}$ and $\tau$ the diagonal matrix of orbital positions. Since $iD^\dagger\partial_jD=\tau_j$,

$$A'_j=A_j+\mathrm{Tr}(P\tau_j),\qquad
\Omega'=\Omega+\partial_x\mathrm{Tr}(P\tau_y)-\partial_y\mathrm{Tr}(P\tau_x).$$

If the original $P(k)$ is periodic in the Brillouin zone, the extra terms integrate to zero, but at a given $k$ they need not vanish. $H$, its derivatives and any other operator combined with $\Omega$ must therefore use one convention. Consistency alone is not enough for local values or for partly filled bands, where the weights keep the extra terms from integrating to zero. In the model, assigning the second orbital to the neighbouring cell along $y$ leaves $C=-2$. With Fermi weights at $-0.9$ eV and a smearing of 0.05 eV, it changes the weighted integral over $2\pi$ from $-1.195$ to $-1.267$. The convention that corresponds to the cell-periodic functions is the one whose phases contain the actual orbital positions. In the model all orbitals share one site, so $\mathrm{Tr}(P\tau_j)$ is constant and the question does not arise. A nonorthogonal basis with a $k$-dependent overlap matrix lies outside this derivation. Orthonormalizing the coefficients is not enough in general: if the basis functions themselves change with $k$, their derivatives add terms to the connection, and these must be kept.

## Computed results

```
lattice constant a = 4.0 angstrom
t = 1.0 eV, m = -0.8 eV, r = 1.0 eV
lambda = 0.2 eV, w = 0.3 eV, B = 0.02 eV
general k = (0.10, 0.15) 1/angstrom
band energies (eV): -1.0933, -0.6871, 0.8020, 0.9784
Omega, curl of connection = -19.70445 angstrom^2
Omega, projector formula  = -19.70445 angstrom^2
Omega, occ-empty pairs    = -19.70445 angstrom^2
pair b_12 at general k = 1.2728 angstrom^2
pair b_13 at general k = -7.0074 angstrom^2
pair b_14 at general k = -0.6483 angstrom^2
pair b_23 at general k = -1.7830 angstrom^2
pair b_24 at general k = -10.2658 angstrom^2
band 1 curvature at general k = -6.3829 angstrom^2
band 2 curvature at general k = -13.3215 angstrom^2
twisted frame, inside part r_1 = -7.3245 angstrom^2
twisted frame, inside part r_2 = 7.3245 angstrom^2
twisted frame, outside part 1 = -8.5348 angstrom^2
twisted frame, outside part 2 = -11.1696 angstrom^2
twisted frame, Omega = -19.70445 angstrom^2
weights 1.0, 0.5: sum = -13.0437 angstrom^2
same without pair b_12 = -13.6801 angstrom^2
k = 0 energies (eV): -0.82, -0.78, 0.78, 0.82
k = 0: B (eV) | band 1 | band 2 | total (angstrom^2)
  0.04 | 187.50 | -212.50 | -25.0000
  0.02 | 787.50 | -812.50 | -25.0000
  0.01 | 3187.50 | -3212.50 | -25.0000
B = 0, degenerate pair: total = -25.0000 angstrom^2
the same total = -89.277 bohr^2
mesh = 48 x 48, smallest direct gap = 1.4503 eV
integral of Omega / (2 pi) = -2.000000 (no unit)
Chern number from overlaps = -2.000000 (no unit)
```
